# The Penn relation from an oscillator-strength sum at one average gap

## 1. One electron on a spring

Take \(n\) electrons per volume, each bound by a spring of natural frequency \(\omega_0\). Hartree atomic units are used until the material example: \(\hbar=m=e=1\), and the electron charge is \(-1\). A static field \(E\) exerts the force \(F=-E\), so equilibrium requires

\[
\omega_0^2x=F,\qquad x=-\frac{E}{\omega_0^2}.
\]

The polarization is charge times displacement times density:

\[
P=-nx=\frac{nE}{\omega_0^2}.
\]

With \(D=E+4\pi P=\varepsilon E\),

\[
\varepsilon=1+\frac{4\pi n}{\omega_0^2}
=1+\frac{\omega_p^2}{\omega_0^2},\qquad \omega_p^2=4\pi n .
\]

Here \(E\) is the macroscopic field, and each electron is assumed to feel just that field. A stiff spring gives \(\varepsilon\to1\). A soft spring gives a diverging permittivity, as expected when charges become free.

The same result follows from a sudden kick, a route that will survive in a crystal. An impulse \(I\) gives the resting electron velocity \(I\), after which

\[
v(t)=I\cos\omega_0t,\qquad x(t)=I\,\frac{\sin\omega_0t}{\omega_0}.
\]

At first the electron moves as if free; the spring acts later. The question is what replaces the single cosine when the electron belongs to a filled band.

## 2. The kick in a crystal

Consider a cubic insulator with clamped nuclei and independent valence electrons in a fixed local periodic potential \(V\). The driving field is uniform, the long-wavelength limit. Changes of the electrons' own potential within a cell, called local-field effects, are neglected.

A Bloch state is \(e^{i\mathbf k\cdot\mathbf r}u(\mathbf r)\), with \(u\) periodic. For motion along \(x\), write \(k\) for the \(x\) component of \(\mathbf k\), the other components being held fixed. The Hamiltonian acting on \(u\) depends on \(k\) through

\[
H(k)=\tfrac12(p+k)^2+V+\cdots,
\]

where the dots denote kinetic energy along \(y\) and \(z\). An impulse multiplies the wavefunction by \(e^{iIx}\). Thus \(u\) is unchanged at that instant, but afterwards evolves under \(H(k+I)\). No matrix element of the unbounded position \(x\) is needed.

Let \(\hat v=p+k\). Expanding the square gives

\[
H(k+I)=H(k)+I\hat v+\tfrac12I^2 .
\]

Start in band 0 and write \(\omega_n=E_n-E_0\), \(v_{n0}=\langle u_n|\hat v|u_0\rangle\). To first order in \(I\), the amplitude of another band is

\[
c_n(t)=-iIv_{n0}\int_0^t e^{i\omega_nt'}dt'
=-Iv_{n0}\frac{e^{i\omega_nt}-1}{\omega_n}.
\]

The first-order change of the amplitude of band 0 is imaginary, so it leaves that band's weight unchanged at this order.

After the kick the velocity operator is \(\hat v+I\). Its expectation value is

\[
v(t)=v_{00}+I+2\,\mathrm{Re}\sum_{n\ne0}v_{0n}c_n(t)e^{-i\omega_nt}.
\]

Inserting \(c_n\),

\[
v_{0n}c_ne^{-i\omega_nt}
=-I\frac{|v_{n0}|^2}{\omega_n}\left(1-e^{-i\omega_nt}\right),
\]

whose real part contains \(1-\cos\omega_nt\). Define the oscillator strength

\[
f_n=\frac{2|v_{n0}|^2}{\omega_n}.
\]

Then

\[
v(t)=v_{00}+I\left[1-\sum_{n\ne0}f_n(1-\cos\omega_nt)\right].
\]

At \(t=0\) the added velocity is \(I\), the free-electron value, as for the spring.

If several bands are filled, a transition from filled band \(m\) to filled band \(n\) has strength \(2|v_{nm}|^2/(E_n-E_m)\). The reverse transition has the opposite sign and the same cosine. The two cancel in the sum over electrons, leaving transitions from filled to empty bands. Their energies, and hence their strengths, are positive.

## 3. Why the strengths sum to one

Apply ordinary perturbation theory to the energy at \(k+\delta\):

\[
E_0(k+\delta)=E_0+\delta v_{00}+\frac{\delta^2}{2}
-\delta^2\sum_{n\ne0}\frac{|v_{n0}|^2}{\omega_n}+\cdots .
\]

Comparing with a Taylor series,

\[
\frac{dE_0}{dk}=v_{00},\qquad
\frac{d^2E_0}{dk^2}=1-\sum_{n\ne0}f_n .
\]

Now average over the Brillouin zone. The energy of a filled band is periodic in \(\mathbf k\), so its first and second derivatives both average to zero. If filled bands cross, the same argument applies to their summed energy, which stays smooth because a gap separates it from the empty bands. Therefore

\[
\left\langle\sum_n f_n\right\rangle_{\rm zone}=1
\quad\text{per electron.}
\]

The sum need not be one at an individual \(k\). A test crystal shows this: cell edge \(a=6.0\) bohr and potential \(V_0[\cos(2\pi x/a)+\cos(2\pi y/a)+\cos(2\pi z/a)]\), with \(V_0=0.30\) hartree. Because the potential is separable, a field along \(x\) changes the \(x\) factor of each state alone. One filled band holds two electrons per cell, and the three-dimensional gap is 0.2091 hartree.

At \(k=0.3665\) bohr\(^{-1}\) the strengths sum to 1.339345. One minus the band curvature, found by finite differences of the energy, is 1.339346. The curvature is negative there, so the local sum exceeds one. Averaged over the zone, the sum is 1.00000000 for one filled band of the \(x\) factor, and the same for two filled bands.

## 4. From kicks to permittivity

Let \(\langle g(\omega)\rangle\) denote the sum of \(f\,g(\omega)\) over filled-to-empty transitions, averaged over the zone and taken per electron. Since \(\langle1\rangle=1\) and \(v_{00}\) averages to zero, the mean velocity after a kick is

\[
\bar v(t)=I\left[1-\langle1\rangle+\langle\cos\omega t\rangle\right]
=I\langle\cos\omega t\rangle .
\]

Integrating from zero gives the mean displacement

\[
\bar x(t)=I\left\langle\frac{\sin\omega t}{\omega}\right\rangle .
\]

The spring has become a collection of springs with total weight one.

A continuous force is a succession of impulses \(F(t')dt'\). Take \(F(t)=F_0e^{st}\), with \(\mathrm{Re}\,s>0\) so that it was absent in the distant past. With \(\tau=t-t'\),

\[
\bar x(t)=F_0e^{st}\int_0^\infty
\left\langle\frac{\sin\omega\tau}{\omega}\right\rangle e^{-s\tau}d\tau .
\]

The integral is elementary:

\[
\int_0^\infty\sin(\omega\tau)e^{-s\tau}d\tau
=\frac{1}{2i}\left[\frac1{s-i\omega}-\frac1{s+i\omega}\right]
=\frac{\omega}{s^2+\omega^2}.
\]

Hence the displacement per unit force is

\[
\alpha(s)=\left\langle\frac1{\omega^2+s^2}\right\rangle .
\]

For a drive at frequency \(\Omega\), set \(s=\eta-i\Omega\) with small positive \(\eta\). Below the lowest transition, \(\eta\to0\) gives \(\langle1/(\omega^2-\Omega^2)\rangle\). A slowly applied static force corresponds to \(s\to0\), so \(\alpha=\langle\omega^{-2}\rangle\).

As in the spring case, \(F=-E\) and \(P=-n\bar x\). The two minus signs cancel:

\[
P=n\langle\omega^{-2}\rangle E,\qquad
\boxed{\varepsilon=1+\omega_p^2\langle\omega^{-2}\rangle .}
\]

In a crystal, \(P\) means the change of polarization obtained by integrating the current, so no choice of origin enters.

Two tests probe the response of the same crystal. In the first, each electron receives a momentum kick of \(10^{-4}\) atomic units, the states are propagated in time, and the resulting displacement per unit kick is transformed with \(\eta=0.05\) and \(\Omega=0.10\) hartree. The result is \(8.5790+0.8584i\) atomic units; the strength formula gives the same digits.

The second test uses a static potential energy \(U\cos qx\) with a long period. Its force is \(qU\sin qx\), whose mean square is \(q^2U^2/2\). Since an induced dipole lowers the energy by \(\alpha F^2/2\), the energy change per electron is

\[
\Delta E=-\frac{\alpha q^2U^2}{4}.
\]

With \(U=0.02\) hartree and periods of 20 and 40 cells, extrapolation to \(q=0\) gives \(\alpha=8.0680\) atomic units. The strength formula gives 8.0681. With \(\omega_p=0.3411\) hartree, both yield \(\varepsilon=1.939\).

## 5. Concentrating the strength

If every transition carrying strength has energy \(E_P\), then \(\langle\omega^{-2}\rangle=E_P^{-2}\), because the total weight is one. This gives the Penn relation,

\[
\boxed{\varepsilon=1+\left(\frac{\omega_p}{E_P}\right)^2 .}
\]

For a spread spectrum the same form can be kept by defining the Penn gap through

\[
\frac1{E_P^2}=\langle\omega^{-2}\rangle .
\]

The relation then fixes an average from \(\varepsilon\) and \(n\); it does not predict \(\varepsilon\) until \(E_P\) is known independently. Numerical prefactors from particular band models are absorbed in this definition.

The Penn gap lies between two simpler energies. No transition lies below the smallest direct gap \(\omega_{\min}\), so \(\langle\omega^{-2}\rangle\le\omega_{\min}^{-2}\) and \(E_P\ge\omega_{\min}\). For the upper bound, let \(\bar\omega=\langle\omega\rangle\). The convex curve \(\omega^{-2}\) lies above its tangent at \(\bar\omega\):

\[
\omega^{-2}\ge\bar\omega^{-2}-2\bar\omega^{-3}(\omega-\bar\omega).
\]

The last term averages to zero, so \(\langle\omega^{-2}\rangle\ge\bar\omega^{-2}\). Thus

\[
\omega_{\min}\le E_P\le\bar\omega .
\]

For the test crystal these energies are 0.2945, 0.3521 and 0.3884 hartree; the smallest gap lies at the zone edge, and the printed 0.2948 belongs to the nearest mesh point. Using the mean energy in place of \(E_P\) gives \(\varepsilon=1.771\), which makes \(\varepsilon-1\) about 18 % too small relative to the full sum.

For a narrow spectrum, put \(\omega=\bar\omega+\delta\), with \(\langle\delta\rangle=0\) and \(\langle\delta^2\rangle=\sigma^2\). Then

\[
(\bar\omega+\delta)^{-2}=\bar\omega^{-2}
\left(1-\frac{2\delta}{\bar\omega}+\frac{3\delta^2}{\bar\omega^2}-\cdots\right),
\]

\[
\langle\omega^{-2}\rangle\simeq\bar\omega^{-2}
\left(1+\frac{3\sigma^2}{\bar\omega^2}\right).
\]

The crystal has \(3\sigma^2/\bar\omega^2=0.375\). When all deviations from the mean are shrunk by a factor 0.02, the computed excess, divided by \(0.02^2\), is 0.364, close to the leading term. At full width the excess is \((0.3884/0.3521)^2-1=0.217\). The leading correction therefore has the right sign but is too large. The expansion needs \(|\delta|<\bar\omega\), and here about 3 % of the strength lies above \(2\bar\omega\) and carries more than half of the variance; the next two terms, \(-0.565\) and \(+1.50\), grow instead of shrinking.

A broad case can be solved directly. Spread the strength uniformly from \(E_1\) to \(E_2\):

\[
\langle\omega^{-2}\rangle=\frac1{E_2-E_1}\int_{E_1}^{E_2}\frac{d\omega}{\omega^2}
=\frac{1/E_1-1/E_2}{E_2-E_1}=\frac1{E_1E_2}.
\]

So \(E_P=\sqrt{E_1E_2}\). As the limits merge, the single gap returns. When they are far apart, \(E_P\) is far from both the absorption edge and the mean.

## 6. Where an insulator becomes a conductor

If a band is partly filled, its average curvature need not vanish. Let \(D\) be the average of \(d^2E/dk^2\) over the occupied states. The interband strength is then \(1-D\), and the mean velocity after a kick is

\[
\bar v(t)=I\left[D+\langle\cos\omega t\rangle\right].
\]

The first part never returns to zero. It contributes displacement \(ID t\), whose transform is \(D/s^2\), or \(-D/\Omega^2\) at the drive frequency. The static permittivity therefore diverges, and the Penn relation can describe the interband part alone.

For \(p_h\) holes per volume near a band top of curvature \(-1/m_h\), start from the full band, whose total curvature is zero. Removing the hole states leaves \(nD=p_h/m_h\). Their contribution at frequency \(\Omega\) is

\[
\Delta\varepsilon=-\frac{4\pi p_h}{m_h\Omega^2}
=-\left(\frac{\omega_h}{\Omega}\right)^2,
\qquad \omega_h^2=\frac{4\pi p_h}{m_h}.
\]

This assumes negligible scattering during one period.

## 7. Crystalline and amorphous Ge₂Sb₂Te₅

Optical contrast between the two phases of Ge₂Sb₂Te₅ allows data stored as one phase or the other to be read with light. The following inputs are rough typical values: a cubic cell edge of 0.60 nm, an amorphous density 0.94 times the crystalline one, and electronic permittivities of 33 and 16. Lattice polarization is excluded. These permittivities apply to light well below the absorption edge. Light used for reading usually lies above the edge, where absorption matters, so the contrast analysed here is the low-frequency one, not the reading signal itself.

Disorder can be treated by repeating a large disordered cell, because the derivation sets no limit on cell size. The result then applies to a phase that is isotropic on average and has a gap.

The rocksalt cell contains four Te atoms, whereas a formula unit contains five. The cell therefore holds \(4/5\) of a formula unit, and one fifth of its cation sites are empty. Counting outer s and p electrons gives \(2(4)+2(5)+5(6)=48\) per formula unit, or 38.4 per cell. Hence

\[
n_c=\frac{38.4}{(0.60\ \mathrm{nm})^3}=177.8\ \mathrm{nm^{-3}},
\qquad n_a=0.94\,n_c=167.1\ \mathrm{nm^{-3}} .
\]

In SI units, \(4\pi n\) becomes \(ne^2/(\varepsilon_0m)\), so the plasma energy is \(\hbar\sqrt{ne^2/(\varepsilon_0m)}\). It is 15.66 eV for the crystal and 15.18 eV for the amorphous phase. Inverting the Penn relation,

\[
E_{P,c}=\frac{15.66\ \mathrm{eV}}{\sqrt{33-1}}=2.77\ \mathrm{eV},
\qquad
E_{P,a}=\frac{15.18\ \mathrm{eV}}{\sqrt{16-1}}=3.92\ \mathrm{eV}.
\]

The crystalline value is 0.102 hartree. Because the permittivities are inputs, these are effective gaps: they absorb local-field and interaction effects missing from the independent-electron derivation.

The contrast separates into two factors:

\[
\frac{\varepsilon_c-1}{\varepsilon_a-1}
=\frac{n_c}{n_a}\left(\frac{E_{P,a}}{E_{P,c}}\right)^2 .
\]

The left side is \(32/15=2.13\). Density supplies \(1/0.94=1.06\), and the gaps supply about 2.0. On a logarithmic scale, the explicit density factor accounts for 8.2 % of the contrast. At crystalline density but with the amorphous Penn gap held fixed, the permittivity would be 17.0, not 33. This split depends on what is held fixed, because the effective gap itself changes with density. If instead the polarizabilities are fixed and a full Lorentz local field acts, \((\varepsilon-1)/(\varepsilon+2)\) scales with density, rising from \(15/18\) to \(15/(18\times0.94)=0.887\), and the permittivity becomes 24.4, about 59 % of the logarithmic contrast.

If each valence electron carries unit strength in both phases, the remaining factor means that \(\langle\omega^{-2}\rangle\) doubles on crystallization: the inverse-square average gains weight at low energy. This conclusion does not require a sharp gap. The sum rule alone does not identify what moves the strength, whether a change in bonding or a local-field effect of the density itself.

## 8. How far the numbers can be trusted

The Penn gap of the crystal is well above a rough absorption edge of 0.5 eV. A uniform spectrum starting at that edge reproduces \(\varepsilon=33\) if it extends to 15.3 eV. Its mean energy is 7.9 eV, so 2.77 eV is neither an edge nor a typical transition energy in this model. At a photon energy of 0.2 eV, the uniform spectrum raises \(\varepsilon\) by 1.96 above its static value, whereas a single gap raises it by 0.17. The abrupt onset of the uniform spectrum inflates this shift; spectra with a smooth Tauc–Lorentz onset at 0.5 eV and a resonance between 1.3 and 2 eV, scaled to the same static value, give about 0.5 to 0.8. The Penn gap reproduces the static response but understates the dispersion near a low edge, by an amount that depends on the shape of the onset.

Real crystalline films can contain many holes, which breaks the assumption of filled bands. For a rough density of \(10^{20}\) cm\(^{-3}\) and a hole mass of 0.5 electron masses, \(\hbar\omega_h=0.525\) eV. Without scattering, the free-hole contribution at 0.2 eV would be \(-(0.525/0.2)^2=-6.89\), the largest shift estimated here. This is an upper limit on its size: a scattering time \(\tau\) multiplies it by \(1/[1+1/(\Omega\tau)^2]\), and in films of low mobility \(\hbar/\tau\) can match or exceed the photon energy. If the input of 33 still contained the full shift, the interband value of \(\varepsilon-1\) would be \(32+6.89=38.89\), and the inferred gap would fall from 2.77 to 2.51 eV. At fixed electron density, the holes also leave less interband strength than filled bands would have; if all the missing strength came from the edge, the static interband \(\varepsilon\) would change by \(-(0.525/0.5)^2=-1.10\), and the value at 0.2 eV by \(-0.525^2/(0.5^2-0.2^2)=-1.31\).

Other effects can be sized in the same way. Filled d shells, with ten electrons per atom placed at 30 eV, contribute about 0.51 to \(\varepsilon\). Ten per cent more valence strength would raise the inferred Penn gap by 4.9 %. If heating by 100 K lowered the Penn gap at 0.3 meV/K, \(\varepsilon\) would rise by 0.71 at fixed density. In the amorphous phase, a field of 0.5 MV/cm gives an energy drop of 0.030 eV over 0.60 nm. Relative to a rough edge of 0.7 eV, its square is 0.18 %. Relative to the Penn gap of 3.92 eV it is 0.006 %. These dimensional estimates suggest that the nonlinear polarization is small beside the linear one, but neither the prefactor nor the proper energy scale is fixed here; they say nothing about conduction or switching.

These are separate estimates from rough inputs, not corrections to be added. The full numerical output follows.

## Computed values

```
MODEL CRYSTAL (Hartree atomic units)
cell edge: 6.0 bohr; potential depth V0: 0.30 hartree
gap of the 3D crystal: 0.2091 hartree
k of the curvature test: 0.3665 1/bohr
strength sum there: 1.339345; 1 - curvature: 1.339346
zone strength per electron, one filled band: 1.00000000
zone strength per electron, two filled bands: 1.00000000
drive 0.10 hartree, damping 0.05 hartree
response from kick: 8.5790+0.8584j a.u.
response from strengths: 8.5790+0.8584j a.u.
static polarizability, supercell: 8.06798 a.u.
static polarizability, strengths: 8.06808 a.u.
plasma energy: 0.3411 hartree
permittivity, supercell: 1.93875; strengths: 1.93876
smallest direct gap: 0.2948 hartree
Penn gap: 0.3521 hartree
mean transition energy: 0.3884 hartree
permittivity if the mean energy is used: 1.7713
3 variance/mean^2: 0.3749; shrunk spectrum: 0.3642
GE2SB2TE5 (rough inputs)
cell edge: 0.60 nm; density ratio: 0.94
valence electrons per formula: 48
valence electrons per cell: 38.4
electron density, crystal: 177.8 nm^-3; amorphous: 167.1 nm^-3
input permittivity, crystal: 33; amorphous: 16
plasma energy, crystal: 15.66 eV; amorphous: 15.18 eV
plasma energy, crystal, converted: 0.5754 hartree
Penn gap, crystal: 2.77 eV; amorphous: 3.92 eV
Penn gap, crystal, converted: 0.1017 hartree
permittivity, crystal density, amorphous gap: 16.96
density share of log contrast in eps-1: 8.2 %
NEGLECTED EFFECTS (estimates)
uniform spectrum: 0.5 to 15.3 eV
its mean transition energy: 7.9 eV
photon energy: 0.2 eV
dispersion shift of eps, uniform spectrum: +1.96
dispersion shift of eps, single gap: +0.17
d shells at 30 eV, part of eps: +0.51
Penn gap change for 10 % more strength: +4.9 %
holes: 1e+20 cm^-3, mass 0.5 electron masses
hole plasma energy: 0.525 eV
free-hole shift of eps at the photon energy: -6.89
shift of eps from strength lost at the edge: -1.10
heating: 100 K; gap loss: 0.3 meV/K
heating shift of eps: +0.71
field: 0.5 MV/cm; amorphous edge: 0.7 eV
energy drop over one cell edge: 0.030 eV
(drop/edge)^2, size of nonlinear change: 0.18 %
```
